# Why a real RHF minimum can violate aufbau: the Hubbard dimer: a program that tests the result

```python
"""
Result under test: in the two-electron Hubbard dimer (hopping -t, repulsion U)
the doubly occupied antibonding orbital is a local minimum of REAL restricted
Hartree-Fock exactly when U > 2t, although its occupied level lies 2t above the
empty level. Unrestricted or complex rotations destroy the minimum.
Symbols: orbital = (cos theta, sin theta) on the two sites; s = sin 2theta;
p = cos 2theta (site polarization); gap = empty level minus occupied level;
J, K = Coulomb and exchange integrals of an occupied and an empty orbital.
Energies are in rydberg, angles in radian.
"""
import numpy as np
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
t, U = 0.10, 0.30
U_WEAK = 0.10
hop = np.array([[0.0, -t], [-t, 0.0]])


def projector(orbitals):
    return orbitals @ orbitals.conj().T


def energy(h, v, ga, gb):
    """Hartree-Fock energy for a density-density repulsion v[x, y]."""
    rho = np.real(np.diag(ga + gb))
    exchange = np.sum(v * (abs(ga)**2 + abs(gb)**2))
    return np.real(np.trace(h @ (ga + gb))) + 0.5*rho @ v @ rho - 0.5*exchange


def fock(h, v, g_same, g_other):
    rho = np.real(np.diag(g_same + g_other))
    return h + np.diag(v @ rho) - v*g_same


def orbital(theta, chi=0.0):
    return np.array([[np.cos(theta)], [np.exp(1j*chi)*np.sin(theta)]])


def e_uhf(x, u=U):
    return energy(hop, u*np.eye(2), projector(orbital(x[0])),
                  projector(orbital(x[1])))


def e_real(x, u=U):
    return e_uhf([x[0], x[0]], u)


def e_complex(x, u=U):
    g = projector(orbital(x[0], x[1]))
    return energy(hop, u*np.eye(2), g, g)


def hessian(f, x, d=1e-3):
    x = np.array(x, float)
    n = len(x)
    out = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            a, b = d*np.eye(n)[i], d*np.eye(n)[j]
            out[i, j] = (f(x+a+b)-f(x+a-b)-f(x-a+b)+f(x-a-b))/(4*d*d)
    return out


def descend(f, start, step=0.4):
    x = np.array(start, float)
    for _ in range(4000):
        grad = np.array([(f(x+d)-f(x-d))/2e-5 for d in 1e-5*np.eye(len(x))])
        if np.max(abs(grad)) < 1e-8:
            return x
        x = x - step*grad
    raise RuntimeError("descent did not converge")


# Dimer energy functional against expectation values in the full Fock space.
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = []
for mode in range(4):                 # order: 1 up, 2 up, 1 down, 2 down
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, sign if k < mode else lower if k == mode else one)
    ann.append(op)
num = [c.T @ c for c in ann]
H = U*(num[0] @ num[2] + num[1] @ num[3])
for a, b in ((0, 1), (2, 3)):
    H = H - t*(ann[a].T @ ann[b] + ann[b].T @ ann[a])
vacuum = np.eye(16)[0]
for ta, tb in ((0.3, 0.3), (-np.pi/4, -np.pi/4), (0.4, -1.1)):
    up = np.cos(ta)*ann[0].T + np.sin(ta)*ann[1].T
    down = np.cos(tb)*ann[2].T + np.sin(tb)*ann[3].T
    state = up @ down @ vacuum
    assert abs(state @ H @ state - e_uhf([ta, tb])) < 1e-12

# Stationary points of real RHF, located by a scan of all real orbitals.
n_grid = 4000
angles = np.pi*np.arange(n_grid)/n_grid


def scan(u):
    e = np.array([e_real([x], u) for x in angles])
    low = np.where((e < np.roll(e, 1)) & (e < np.roll(e, -1)))[0]
    return e, low


e_scan, minima = scan(U)
_, minima_weak = scan(U_WEAK)
assert np.allclose(angles[minima], [np.pi/4, 3*np.pi/4])
assert np.allclose(angles[minima_weak], [np.pi/4])
anti, bond = -np.pi/4, np.pi/4
e_anti, e_bond = e_real([anti]), e_real([bond])
e_top = e_scan.max()
s_top = np.sin(2*angles[e_scan.argmax()])
barrier = e_top - e_anti
assert abs(e_anti - (2*t + U/2)) < 1e-12
assert abs(e_bond - (-2*t + U/2)) < 1e-12
assert abs(e_top - (U + 2*t*t/U)) < 1e-6          # finite scan spacing
assert abs(s_top + 2*t/U) < 2e-3                  # finite scan spacing
assert abs(barrier - (U-2*t)**2/(2*U)) < 1e-6     # finite scan spacing
for ratio, is_minimum in ((1.9, False), (2.0, False), (2.1, True)):
    shift = 0.05
    rise = e_real([anti+shift], ratio*t) - e_real([anti], ratio*t)
    assert (rise > 0) == is_minimum

# Levels and curvatures at the antibonding point.
g_anti = projector(orbital(anti))
F_anti = fock(hop, U*np.eye(2), g_anti, g_anti)


def level(F, phi):
    return np.real((phi.conj().T @ F @ phi)[0, 0])


eps_occ, eps_emp = level(F_anti, orbital(anti)), level(F_anti, orbital(bond))
gap_anti = eps_emp - eps_occ
assert abs(gap_anti + 2*t) < 1e-12
curv_real = hessian(e_real, [anti])[0, 0]
hess_spin = hessian(e_uhf, [anti, anti])
eig_spin = np.linalg.eigvalsh(hess_spin)
assert abs(curv_real - 4*(U-2*t)) < 1e-4          # difference error
assert np.allclose(hess_spin, [[-4*t, 2*U], [2*U, -4*t]], atol=1e-4)
assert np.allclose(eig_spin, [-4*t-2*U, -4*t+2*U], atol=1e-4)


def imaginary_rotation(x):
    phi = np.cos(x[0])*orbital(anti) + 1j*np.sin(x[0])*orbital(bond)
    g = projector(phi)
    return energy(hop, U*np.eye(2), g, g)


curv_imag = hessian(imaginary_rotation, [0.0])[0, 0]
assert abs(curv_imag + 8*t) < 1e-4

# General laws: five sites, four electrons, random non-negative repulsion.
# h is built so that a non-aufbau determinant is stationary.
rng = np.random.default_rng(7)
v5 = rng.uniform(0.1, 1.0, (5, 5))
v5 = (v5 + v5.T)/2
Q = np.linalg.qr(rng.normal(size=(5, 5)))[0]
eps5 = np.array([0.3, -0.2, 0.1, 0.5, 0.9])
g5 = projector(Q[:, :2])
h5 = Q @ np.diag(eps5) @ Q.T - fock(np.zeros((5, 5)), v5, g5, g5)
e5 = energy(h5, v5, g5, g5)
pairs_tested = 0
for i in range(2):
    for a in range(2, 5):
        def rotated(x, phase=1.0):
            C = Q[:, :2].astype(complex)
            C[:, i] = np.cos(x)*Q[:, i] + phase*np.sin(x)*Q[:, a]
            return projector(C)

        oi, oa = Q[:, i], Q[:, a]
        J, K = oi**2 @ v5 @ oa**2, (oi*oa) @ v5 @ (oi*oa)
        delta = eps5[a] - eps5[i]
        anti_sym = np.outer(oi, oa) - np.outer(oa, oi)
        assert abs(J - K - 0.5*np.sum(v5*anti_sym**2)) < 1e-12
        for x in (0.2, 0.7, 1.4):
            change = energy(h5, v5, rotated(x), g5) - e5
            assert abs(change - np.sin(x)**2*(delta-J+K)) < 1e-11
        for phase, law in ((1.0, delta+3*K-J), (1j, delta+K-J)):
            def closed(x):
                g = rotated(x[0], phase)
                return energy(h5, v5, g, g)
            assert abs(hessian(closed, [0.0])[0, 0] - 4*law) < 1e-3
        pairs_tested += 1

# Direct minimization in three variational spaces.
start_in, start_out = -0.9, -0.5
x_in = descend(e_real, [0.5*np.arcsin(start_in)])
x_out = descend(e_real, [0.5*np.arcsin(start_out)])
x_complex = descend(e_complex, [anti, 0.01])
x_uhf = descend(e_uhf, [anti+0.001, anti])
e_uhf_min = e_uhf(x_uhf)
assert abs(e_real(x_in) - e_anti) < 1e-10
assert abs(e_real(x_out) - e_bond) < 1e-10
assert abs(e_complex(x_complex) - e_bond) < 1e-10
assert abs(e_uhf_min + 2*t*t/U) < 1e-10
assert np.linalg.eigvalsh(hessian(e_uhf, x_uhf))[0] > 0
ga, gb = [projector(orbital(x)) for x in x_uhf]
F_up = fock(hop, U*np.eye(2), ga, gb)
gap_uhf = level(F_up, orbital(x_uhf[0]+np.pi/2)) - level(F_up, orbital(x_uhf[0]))
assert abs(gap_uhf - U) < 1e-7


# Repeated diagonalization, with aufbau or maximum-overlap occupation.
def scf(u, rule, mix=1.0, cycles=300):
    phi = np.real(orbital(anti+0.005))
    density, history = projector(phi), []
    for _ in range(cycles):
        vectors = np.linalg.eigh(fock(hop, u*np.eye(2), density, density))[1]
        pick = 0
        if rule == "overlap":
            pick = int(np.argmax(abs(phi.T @ vectors)[0]))
        phi = vectors[:, [pick]]
        new = projector(phi)
        density = (1-mix)*density + mix*new
        history.append((new[0, 0]-new[1, 1], 2*new[0, 1],
                        energy(hop, u*np.eye(2), new, new)))
    return np.array(history)


plain = scf(U, "aufbau")
damped = scf(U, "aufbau", 0.5)
overlap = scf(U, "overlap")
overlap_damped = scf(U, "overlap", 0.2)
overlap_weak = scf(U_WEAK, "overlap")
p_star = np.sqrt(1-(2*t/U)**2)
mix_limit = 4*t/(2*t+U)
assert np.all(plain[:, 1] > 0) and np.all(damped[:, 1] > 0)
assert abs(plain[-1, 0] + plain[-2, 0]) < 1e-8
assert abs(abs(plain[-1, 0]) - p_star) < 1e-8
assert abs(damped[-1, 2] - e_bond) < 1e-10
below = scf(U, "aufbau", mix_limit-0.05)
above = scf(U, "aufbau", mix_limit+0.05)
assert abs(below[-1, 0]) < 1e-6 and abs(above[-1, 0]) > 0.05
for run in (overlap, overlap_damped):
    assert abs(run[-1, 2] - (U+2*t*t/U)) < 1e-10
    assert abs(run[-1, 1] + 2*t/U) < 1e-8
assert abs(overlap_weak[-1, 2] - e_real([anti], U_WEAK)) < 1e-10
curv_weak = hessian(lambda x: e_real(x, U_WEAK), [anti])[0, 0]
assert curv_weak < 0
slope = overlap[0, 0]/np.cos(2*(anti+0.005))
assert abs(slope - U/(2*t)) < 1e-3               # finite starting polarization


def show(label, value, unit="Ry", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Hopping t", t)
show("Repulsion U", U)
show("Threshold 2t", 2*t)
show("Bonding energy", e_bond)
show("Antibonding energy", e_anti)
show("Antibonding energy", e_anti*RY_EV, "eV", 4)
show("Localized maximum energy", e_top)
show("s at localized maximum (scan)", s_top, "", 4)
show("Barrier from antibonding well", barrier)
show("Barrier from antibonding well", barrier*RY_EV, "eV", 4)
print("Real-RHF minima at this U:", len(minima))
show("Occupied level, antibonding point", eps_occ)
show("Empty level, antibonding point", eps_emp)
show("Gap, antibonding point", gap_anti)
show("Gap, antibonding point", gap_anti*RY_EV, "eV", 4)
show("Real closed-shell curvature", curv_real, "Ry/rad^2", 4)
show("Imaginary closed-shell curvature", curv_imag, "Ry/rad^2", 4)
show("One-spin curvature", hess_spin[0, 0], "Ry/rad^2", 4)
show("Opposite-spin coupling", hess_spin[0, 1], "Ry/rad^2", 4)
show("Spin Hessian, lower eigenvalue", eig_spin[0], "Ry/rad^2", 4)
show("Spin Hessian, upper eigenvalue", eig_spin[1], "Ry/rad^2", 4)
print("Orbital pairs tested in five-site model:", pairs_tested)
show("Real descent: first start s", start_in, "", 2)
show("Real descent: first final energy", e_real(x_in))
show("Real descent: second start s", start_out, "", 2)
show("Real descent: second final energy", e_real(x_out))
show("Complex descent: final energy", e_complex(x_complex))
show("UHF descent: final energy", e_uhf_min)
show("UHF minimum: same-spin gap", gap_uhf)
show("Aufbau SCF: last p", plain[-1, 0], "", 5)
show("Aufbau SCF: previous p", plain[-2, 0], "", 5)
show("Aufbau SCF: energy in oscillation", plain[-1, 2])
show("Aufbau mixing limit", mix_limit, "", 3)
show("Aufbau SCF, mixing 0.5: energy", damped[-1, 2])
show("Overlap SCF: initial growth factor", slope, "", 3)
show("Overlap SCF: final energy", overlap[-1, 2])
show("Overlap SCF: final |p|", abs(overlap[-1, 0]), "", 5)
show("Overlap SCF, mixing 0.2: energy", overlap_damped[-1, 2])
show("Weak repulsion U", U_WEAK)
print("Real-RHF minima at weak U:", len(minima_weak))
show("Weak U: antibonding curvature", curv_weak, "Ry/rad^2", 4)
show("Weak U: overlap SCF final energy", overlap_weak[-1, 2])
print("OK")
```

Output:

```
Hopping t: 0.10000 Ry
Repulsion U: 0.30000 Ry
Threshold 2t: 0.20000 Ry
Bonding energy: -0.05000 Ry
Antibonding energy: 0.35000 Ry
Antibonding energy: 4.7620 eV
Localized maximum energy: 0.36667 Ry
s at localized maximum (scan): -0.6672
Barrier from antibonding well: 0.01667 Ry
Barrier from antibonding well: 0.2268 eV
Real-RHF minima at this U: 2
Occupied level, antibonding point: 0.25000 Ry
Empty level, antibonding point: 0.05000 Ry
Gap, antibonding point: -0.20000 Ry
Gap, antibonding point: -2.7211 eV
Real closed-shell curvature: 0.4000 Ry/rad^2
Imaginary closed-shell curvature: -0.8000 Ry/rad^2
One-spin curvature: -0.4000 Ry/rad^2
Opposite-spin coupling: 0.6000 Ry/rad^2
Spin Hessian, lower eigenvalue: -1.0000 Ry/rad^2
Spin Hessian, upper eigenvalue: 0.2000 Ry/rad^2
Orbital pairs tested in five-site model: 6
Real descent: first start s: -0.90
Real descent: first final energy: 0.35000 Ry
Real descent: second start s: -0.50
Real descent: second final energy: -0.05000 Ry
Complex descent: final energy: -0.05000 Ry
UHF descent: final energy: -0.06667 Ry
UHF minimum: same-spin gap: 0.30000 Ry
Aufbau SCF: last p: 0.74536
Aufbau SCF: previous p: -0.74536
Aufbau SCF: energy in oscillation: 0.10000 Ry
Aufbau mixing limit: 0.800
Aufbau SCF, mixing 0.5: energy: -0.05000 Ry
Overlap SCF: initial growth factor: 1.500
Overlap SCF: final energy: 0.36667 Ry
Overlap SCF: final |p|: 0.74536
Overlap SCF, mixing 0.2: energy: 0.36667 Ry
Weak repulsion U: 0.10000 Ry
Real-RHF minima at weak U: 1
Weak U: antibonding curvature: -0.4000 Ry/rad^2
Weak U: overlap SCF final energy: 0.25000 Ry
OK
```
